# The Keldysh Rotation, Steady States and the Equilibrium Relation for Fermions, part 1

(Sections cited here and not found follow in the second part.)

## 1. The triangular form and the Keldysh equation

### 1.1 What symmetry and dimensions allow

Take fermion operators $c_i$, set $\hbar=k_B=1$, and define

$$G^>_{ij}(t,t')=-i\langle c_i(t)c_j^\dagger(t')\rangle,\qquad G^<_{ij}(t,t')=i\langle c_j^\dagger(t')c_i(t)\rangle .\tag{1}$$

Their difference contains the anticommutator and their sum the commutator:

$$D=G^>-G^<=-i\langle\{c_i(t),c_j^\dagger(t')\}\rangle,\qquad G^K=G^>+G^<=-i\langle[c_i(t),c_j^\dagger(t')]\rangle .\tag{2}$$

In a stationary state both depend on $t-t'$, and $G(\omega)=\int d\tau\,e^{i\omega\tau}G(\tau)$.

Suppose that in thermal equilibrium $G^K(\omega)=F\,D(\omega)$, with a factor $F$ that depends on frequency and temperature but not on the system. Since $G^K$ and $D$ have the same dimension, $F$ is a pure number and can depend on $\beta\omega$ alone, where $\beta$ is the inverse temperature and $\omega$ is measured from the chemical potential. Now rename particles as holes, $\tilde c=c^\dagger$, for one mode. The commutator changes sign when its entries are exchanged and the anticommutator does not, so

$$\tilde G^K(\omega)=-G^K(-\omega),\qquad \tilde D(\omega)=D(-\omega).\tag{3}$$

The renamed system is the same equilibrium system, so $\tilde G^K(\omega)=F(\beta\omega)\tilde D(\omega)$ as well. Comparison with (3) gives $F(-x)=-F(x)$: the factor is odd. One free level then fixes it. For a level at energy $\epsilon$ with Fermi occupation $f=1/(e^{\beta\epsilon}+1)$, one has $D(t)=-ie^{-i\epsilon t}$ and $G^K(t)=-i(1-2f)e^{-i\epsilon t}$, hence

$$F(\beta\epsilon)=1-\frac{2}{e^{\beta\epsilon}+1}=\frac{e^{\beta\epsilon}-1}{e^{\beta\epsilon}+1}=\tanh\frac{\beta\epsilon}{2}.\tag{4}$$

What remains to be proved is that the factor really is the same for every system, interacting ones included. That is done in Section 2.2.

A similar argument restricts the steady state. Complex conjugation of (1) gives $[G^K_{ji}(t',t)]^*=-G^K_{ij}(t,t')$, so $G^K(\omega)$ is an anti-Hermitian matrix. Suppose it is proportional to the Keldysh self-energy $\Sigma^K(\omega)$, which is also anti-Hermitian. A Green's function in frequency space has dimension 1/energy and a self-energy has dimension energy, so one $\Sigma^K$ must be accompanied by a factor of dimension 1/energy$^2$; if that factor is built from Green's functions, two are needed. The form $X\Sigma^KX^\dagger$ is anti-Hermitian, and causality suggests $X=G^R$, $X^\dagger=G^A$. The derivation below confirms this form and shows when it is incomplete.

### 1.2 Four components and one relation between them

The retarded and advanced functions are

$$G^R(t,t')=\theta(t-t')D(t,t'),\qquad G^A(t,t')=-\theta(t'-t)D(t,t').\tag{5}$$

Subtracting them gives $G^R-G^A=D$, because the two step functions add to one. Conjugation as above gives $G^A_{ij}(t,t')=[G^R_{ji}(t',t)]^*$.

An expectation value at time $t$ requires evolution from the initial time $t_0$ forward to $t$ and back again. The time argument therefore lives on a contour with a forward branch, from $t_0$ to some $t_m$ later than all times of interest, and a backward branch from $t_m$ to $t_0$. The contour-ordered function places the operator that is later along the contour to the left, with a minus sign for each exchange of fermion operators. With both times on the forward branch this is ordinary time ordering; with both on the backward branch it is the reverse:

$$G^T=\theta(t-t')G^>+\theta(t'-t)G^<,\qquad G^{\tilde T}=\theta(t-t')G^<+\theta(t'-t)G^> .\tag{6}$$

If the first time is forward and the second backward, the second is later on the contour and the function is $G^<$. In the opposite case it is $G^>$. With the row labelling the branch of the first time,

$$\hat G=\begin{pmatrix}G^T&G^<\\ G^>&G^{\tilde T}\end{pmatrix}.\tag{7}$$

Adding the two parts of (6) gives

$$G^T+G^{\tilde T}=G^>+G^< .\tag{8}$$

So at most three of the four entries are independent. Subtraction gives four further identities. For example, $G^T-G^<=\theta(t-t')(G^>-G^<)$, since the $\theta(t'-t)$ parts cancel. In full,

$$G^R=G^T-G^<=G^>-G^{\tilde T},\qquad G^A=G^T-G^>=G^<-G^{\tilde T}.\tag{9}$$

### 1.3 The rotation

Let $\tau_3=\mathrm{diag}(1,-1)$ and

$$L=\frac{1}{\sqrt2}\begin{pmatrix}1&-1\\1&1\end{pmatrix},\qquad L^\dagger=\frac1{\sqrt2}\begin{pmatrix}1&1\\-1&1\end{pmatrix},\qquad LL^\dagger=L^\dagger L=1 .\tag{10}$$

The rotated function is defined as $\check G=L\tau_3\hat GL^\dagger$. The factor $\tau_3$ reverses the sign of the second row of (7). Multiplying by $L$ from the left then gives

$$L\tau_3\hat G=\frac1{\sqrt2}\begin{pmatrix}G^T+G^>&G^<+G^{\tilde T}\\ G^T-G^>&G^<-G^{\tilde T}\end{pmatrix}.\tag{11}$$

Multiplication by $L^\dagger$ from the right puts the first column minus the second into the first column, and their sum into the second, each with another $1/\sqrt2$:

$$\check G=\frac12\begin{pmatrix}G^T+G^>-G^<-G^{\tilde T}&G^T+G^>+G^<+G^{\tilde T}\\ G^T-G^>-G^<+G^{\tilde T}&G^T-G^>+G^<-G^{\tilde T}\end{pmatrix}.\tag{12}$$

The upper left entry is $\frac12[(G^T-G^<)+(G^>-G^{\tilde T})]=G^R$ by (9). The lower right entry is $\frac12[(G^T-G^>)+(G^<-G^{\tilde T})]=G^A$. By (8) the upper right entry is $G^>+G^<=G^K$ and the lower left entry vanishes. Therefore

$$\check G=\begin{pmatrix}G^R&G^K\\0&G^A\end{pmatrix}.\tag{13}$$

No property of the state was used, so (13) holds for correlated and nonstationary states too. The diagonal entries describe how an added particle or hole propagates. The entry $G^K$ also records how states are filled: at equal times (2) gives

$$G^K_{ij}(t,t)=-i\left[\delta_{ij}-2\langle c_j^\dagger c_i\rangle\right],\qquad n=\tfrac12\left[1-iG^K(t,t)\right]\tag{14}$$

for the occupation $n$ of one level. An empty level has $G^K(t,t)=-i$, a filled one $+i$, and a half-filled one zero.

### 1.4 Products on the contour

Perturbation theory contains contour convolutions $C(z,z')=\int dz_1\,A(z,z_1)B(z_1,z')$. On the backward branch the contour runs against ordinary time, so $dz_1=-ds$. Written with $s$ increasing, the forward part enters with a plus sign and the backward part with a minus sign, which is a factor $\tau_3$ between the matrices:

$$\hat C(t,t')=\int_{t_0}^{t_m}ds\,\hat A(t,s)\,\tau_3\,\hat B(s,t').\tag{15}$$

Rotate (15) and insert $L^\dagger L=1$ after $\hat A$:

$$L\tau_3\hat CL^\dagger=\int ds\,(L\tau_3\hat AL^\dagger)(L\tau_3\hat BL^\dagger)\quad\Longrightarrow\quad \check C=\check A\check B .\tag{16}$$

In the last form a product includes the time integral. The factor $\tau_3$ in the definition of the rotation thus absorbs the sign of the backward branch. If $A$ and $B$ have the structure (6), both rotated matrices are triangular, and multiplication gives

$$C^R=A^RB^R,\qquad C^A=A^AB^A,\qquad C^K=A^RB^K+A^KB^A .\tag{17}$$

The lower left entry is $0\cdot B^R+A^A\cdot0=0$, so the triangular form survives any number of products. In $C^K(t,t')$ the factor $A^R(t,s)$ requires $s<t$ and the factor $B^A(s,t')$ requires $s<t'$. The arbitrary turning time $t_m$ has dropped out.

A self-energy may also contain a part local in time, such as a mean field $v(t)$. The contour delta function must satisfy $\int dz_1\,\delta(z,z_1)\phi(z_1)=\phi(z)$ on both branches. Since $dz_1=-ds$ on the backward one, its matrix is $\tau_3\delta(t-t')$. The rotation turns this into $L\tau_3\tau_3L^\dagger\delta(t-t')=\delta(t-t')$ times the unit matrix. A mean field therefore enters $\Sigma^R$ and $\Sigma^A$ equally and contributes nothing to $\Sigma^K$.

### 1.5 The Dyson equation and its Keldysh entry

Let $g$ be the Green's function for a one-particle Hamiltonian $h$, and let $\Sigma$ describe whatever $h$ leaves out: interactions, or the coupling to reservoirs. It is assumed that at $t_0$ the state is uncorrelated, meaning that the system and its reservoirs are in a product state and that Wick's theorem holds for it. The contour with two branches is then sufficient, and

$$\check G=\check g+\check g\check\Sigma\check G=\check g+\check G\check\Sigma\check g .\tag{18}$$

A state already correlated at $t_0$ would add terms that are not treated here.

The retarded entry is $G^R=g^R+g^R\Sigma^RG^R$. For the Keldysh entry, apply (17) twice to the triple product. One factor carries the label $K$, everything to its left is retarded and everything to its right advanced:

$$G^K=g^K+g^R\Sigma^RG^K+g^R\Sigma^KG^A+g^K\Sigma^AG^A .\tag{19}$$

Collect the terms with the unknown $G^K$ on the left:

$$(1-g^R\Sigma^R)G^K=g^K(1+\Sigma^AG^A)+g^R\Sigma^KG^A .\tag{20}$$

The operator on the left is removed by $1+G^R\Sigma^R$, because

$$(1+G^R\Sigma^R)(1-g^R\Sigma^R)=1+(G^R-g^R-G^R\Sigma^Rg^R)\Sigma^R=1 .\tag{21}$$

The bracket vanishes by the second form of (18). The same equation gives $(1+G^R\Sigma^R)g^R=G^R$. Multiplying (20) from the left by $1+G^R\Sigma^R$ therefore yields

$$G^K=(1+G^R\Sigma^R)\,g^K\,(1+\Sigma^AG^A)+G^R\Sigma^KG^A .\tag{22}$$

### 1.6 The first term is the memory of the initial state

Under $h$ alone the operators evolve linearly, $c(t)=U(t,t_0)c(t_0)$ with a unitary matrix $U$. Equation (2) then gives $g^K(t,t')=U(t,t_0)g^K(t_0,t_0)U^\dagger(t',t_0)$. Equation (5) gives $g^R(t,t_0)=-iU(t,t_0)$ for $t>t_0$, and by conjugation $g^A(t_0,t')=iU^\dagger(t',t_0)$. Since $(-i)(i)=1$,

$$g^K(t,t')=g^R(t,t_0)\,g^K(t_0,t_0)\,g^A(t_0,t') .\tag{23}$$

There is no integral over $t_0$ here. Insert (23) into (22). On the left, $(1+G^R\Sigma^R)g^R=G^R$. On the right, the advanced entry of (18) gives $g^A(1+\Sigma^AG^A)=G^A$. At $t_0$ itself $\Sigma$ has not yet acted, so $g^K(t_0,t_0)=G^K(t_0,t_0)$. The result is

$$\begin{aligned}G^K(t,t')={}&G^R(t,t_0)\,G^K(t_0,t_0)\,G^A(t_0,t')\\&+\int_{t_0}^{t}dt_1\int_{t_0}^{t'}dt_2\,G^R(t,t_1)\Sigma^K(t_1,t_2)G^A(t_2,t').\end{aligned}\tag{24}$$

The first term carries the initial occupations forward with the full propagators. The second describes particles and holes supplied by the reservoirs or by scattering, and then propagated to the times of observation. Both are anti-Hermitian in the sense of Section 1.1.

If $\Sigma=0$, the second term vanishes and the first is all of $G^K$. An isolated level keeps its initial filling forever, and no formula containing $\Sigma^K$ alone can describe it. For a system with finitely many levels, whether the first term may be dropped is thus a question about the decay of $G^R(t,t_0)$.

## 2. Steady states and equilibrium

The symbols carried over are these. $G^>$ and $G^<$ are defined in (1), $G^K=G^>+G^<$, and $D=G^>-G^<=G^R-G^A$. The rotated matrix (13) has $G^R$ and $G^A$ on the diagonal and $G^K$ above it. The occupation of a level is $n=\frac12[1-iG^K(t,t)]$. For a state uncorrelated at $t_0$, equation (24) gives $G^K$ as a memory term plus the double integral of $G^R\Sigma^KG^A$.

### 2.1 The steady-state formula

Let $h$ be a constant matrix on finitely many levels, let $\Sigma$ depend on time differences only, and let every element of $G^R(\tau)$ decay fast enough to be integrable. As $t_0\to-\infty$ the memory term vanishes and both integrals extend over all times. Write $\Sigma^K(t_1-t_2)=\int\frac{d\omega}{2\pi}e^{-i\omega(t_1-t_2)}\Sigma^K(\omega)$. The two time integrals then separate:

$$\int dt_1\,G^R(t-t_1)e^{-i\omega t_1}=e^{-i\omega t}G^R(\omega),\qquad \int dt_2\,e^{i\omega t_2}G^A(t_2-t')=e^{i\omega t'}G^A(\omega).\tag{25}$$

The remaining integral has the factor $e^{-i\omega(t-t')}$, so its integrand is the Fourier transform of $G^K$:

$$G^K(\omega)=G^R(\omega)\Sigma^K(\omega)G^A(\omega)\qquad\text{if } G^R(t,t_0)\to0 .\tag{26}$$

The matrix order matters when there are several levels. Their number must be finite for the argument to hold, because the memory term sums over all of them. On an infinite lattice with $\Sigma=0$ each element of $G^R$ can decay while $\sum_j|G^R_{ij}(t,t_0)|^2=1$ by unitarity, so a uniform initial filling $f$ leaves the equal-time diagonal element of the memory term at $-i(1-2f)$ for all times. With interactions $\Sigma^K$ itself depends on $G$, and (26) is one equation of a self-consistent set.

For a state uncorrelated at $t_0$, $G^K$ is the sum of a memory term and a term driven by $\Sigma^K$, and for finitely many levels with a sufficiently decaying $G^R$ only the second survives in the steady state, which gives (26). It remains to prove that the equilibrium factor $\tanh(\beta\omega/2)$ holds for every system, and to see how that relation fits together with (26), also when a bound state keeps $G^R$ from decaying.
